# Why bias-temperature instability can grow logarithmically in time: verification in Python

```python
"""
Result under test: traps with capture time tau = tau0*exp(E/kT) and barriers E
uniform on [E_low, E_high] have uniformly distributed ln(tau). Their captured
fraction grows as (kT/W)*(ln(t/tau_a) + gamma) for tau_a << t << tau_b.
W = E_high - E_low; tau_a, tau_b = capture times at the lowest, highest barrier;
gamma = Euler's constant; t = stress time. Emission during stress is neglected.
Energies are in eV, times in s, temperatures in K, threshold shifts in mV.
"""
import numpy as np
from scipy import constants
from scipy.special import exp1

K_EV = constants.k / constants.e
GAMMA = np.euler_gamma
TAU0 = 1e-12
E_LOW, E_HIGH = 0.5, 1.5
WIDTH = E_HIGH - E_LOW
TEMP, TEMP_COOL = 400.0, 300.0
FULL_SHIFT = 40.0
kT = K_EV * TEMP
tau_a = TAU0 * np.exp(E_LOW / kT)
tau_b = TAU0 * np.exp(E_HIGH / kT)
plateau = kT / WIDTH


def midpoints(low, high, count=20000):
    return low + (np.arange(count) + 0.5) * (high - low) / count


barriers = midpoints(E_LOW, E_HIGH)


def captured(t, energies=barriers, weights=None, temperature=TEMP):
    """Captured fraction from an explicit sum over first-order traps."""
    tau = TAU0 * np.exp(energies / (K_EV * temperature))
    return np.average(-np.expm1(-t / tau), weights=weights)


def log_slope(t, **options):
    """Central finite difference of the captured fraction in ln(t)."""
    h = 0.01
    return (captured(t * np.exp(h), **options)
            - captured(t * np.exp(-h), **options)) / (2 * h)


def ein(x):
    return exp1(x) + np.log(x) + GAMMA


# Closed form and exact slope, inside the window and at both edges
for t in [0.1 * tau_a, tau_a, 10 * tau_a, 1.0, 1e3, 0.1 * tau_b, tau_b, 5 * tau_b]:
    closed = plateau * (ein(t / tau_a) - ein(t / tau_b))
    assert abs(captured(t) - closed) < 1e-6
    slope_formula = np.exp(-t / tau_b) - np.exp(-t / tau_a)
    assert abs(log_slope(t) / plateau - slope_formula) < 1e-4

# Linear start and late saturation
t_early = 1e-3 * tau_a
linear_start = plateau * t_early * (1 / tau_a - 1 / tau_b)
assert abs(captured(t_early) / linear_start - 1) < 1e-3
assert captured(30 * tau_b) > 0.999999

# Signed error bounds of the logarithmic law
for t in [3 * tau_a, 10 * tau_a, 1.0, 0.01 * tau_b, 0.1 * tau_b]:
    error = captured(t) / plateau - np.log(t / tau_a) - GAMMA
    upper = np.exp(-t / tau_a) / (t / tau_a)
    assert -t / tau_b - 1e-5 < error < upper + 1e-5

# Range of times where the slope is within about one percent of its plateau
window_start, window_end = tau_a * np.log(100), 0.01 * tau_b
window_slopes = np.array([log_slope(t) / plateau
                          for t in np.geomspace(window_start, window_end, 60)])
assert window_slopes.min() > 0.9898 and window_slopes.max() < 1.0001
window_decades = np.log10(window_end / window_start)

# Filling front: position from the captured fraction, width from occupancies
front = kT * (np.log(1.0 / TAU0) + GAMMA)
assert abs(E_LOW + WIDTH * captured(1.0) - front) < 1e-5
occupancy = -np.expm1(-1.0 / (TAU0 * np.exp(barriers / kT)))
edge_90, edge_10 = np.interp([-0.9, -0.1], -occupancy, barriers)
single_ratio = np.log(10) / np.log(10 / 9)
front_width = kT * np.log(single_ratio)
assert abs(edge_10 - edge_90 - front_width) < 1e-5

# Plateau slope proportional to temperature
slope_hot = log_slope(10.0)
slope_cool = log_slope(10.0, temperature=TEMP_COOL)
assert abs(slope_cool / slope_hot - TEMP_COOL / TEMP) < 1e-4

# Local power-law exponent
example_times = [1e-3, 1.0, 1e3]
exponents = []
for t in example_times:
    exponent = log_slope(t) / captured(t)
    assert abs(exponent * (np.log(t / tau_a) + GAMMA) - 1) < 1e-3
    exponents.append(exponent)

# Random capture events, with an independent spread of the prefactor
rng = np.random.default_rng(7)
trap_count, prefactor_spread = 1000000, 1.5
random_barriers = rng.uniform(E_LOW, E_HIGH, trap_count)
log_tau = (np.log(TAU0) + random_barriers / kT
           + prefactor_spread * rng.standard_normal(trap_count))
inner_low = np.log(tau_a) + 5 * prefactor_spread
inner_high = np.log(tau_b) - 5 * prefactor_spread
unit_edges = inner_low + np.arange(int(inner_high - inner_low) + 1)
tau_counts = np.histogram(log_tau, unit_edges)[0]
expected = trap_count * plateau
assert np.all(np.abs(tau_counts - expected) < 5 * np.sqrt(expected))
events = np.exp(log_tau) * rng.exponential(size=trap_count)
event_counts = np.histogram(events, 10.0 ** np.arange(-3, 5))[0]
expected_decade = expected * np.log(10)
assert np.all(np.abs(event_counts - expected_decade) < 5 * np.sqrt(expected_decade))
random_fraction = np.mean(events < 1.0)
log_fraction = plateau * (np.log(1.0 / tau_a) + GAMMA)
assert abs(random_fraction - log_fraction) < 5 * 0.5 / np.sqrt(trap_count)

# Gaussian barrier densities: broad distribution versus narrow distribution
center, broad_sigma, narrow_sigma = 1.0, 0.25, 0.03
gauss_energies = midpoints(0.0, 2.0)
broad_weights = np.exp(-0.5 * ((gauss_energies - center) / broad_sigma) ** 2)
narrow_weights = np.exp(-0.5 * ((gauss_energies - center) / narrow_sigma) ** 2)
t_center = TAU0 * np.exp(center / kT - GAMMA)
broad_slopes = {}
peak_density = 1 / (broad_sigma * np.sqrt(2 * np.pi))
for decade in [-3, -1, 0, 1, 3]:
    t = t_center * 10.0 ** decade
    z = (kT * (np.log(t / TAU0) + GAMMA) - center) / broad_sigma
    density = peak_density * np.exp(-z * z / 2)
    curvature = density * (z * z - 1) / broad_sigma ** 2
    prediction = kT * (density + np.pi ** 2 / 12 * kT ** 2 * curvature)
    broad_slopes[decade] = log_slope(t, energies=gauss_energies,
                                     weights=broad_weights)
    # The next omitted terms are a few thousandths of the peak at this width
    assert abs(broad_slopes[decade] - prediction) < 4e-3 * kT * peak_density


def central_share(energies, weights):
    return (captured(10 * t_center, energies, weights)
            - captured(0.1 * t_center, energies, weights))


share_uniform = central_share(barriers, None)
share_broad = central_share(gauss_energies, broad_weights)
share_narrow = central_share(gauss_energies, narrow_weights)
assert share_narrow > 0.8 and share_uniform < share_broad < 0.3

# Traps uniform in tau itself: growth is almost linear in time
tau_weights = np.exp((barriers - E_HIGH) / kT)
linear_fractions = []
for t in [1.0, 10.0, 100.0]:
    fraction = captured(t, weights=tau_weights)
    formula = t / tau_b * (np.log(tau_b / t) + 1 - GAMMA)
    assert abs(fraction / formula - 1) < 1e-3
    linear_fractions.append(fraction)

print(f"Prefactor tau0: {TAU0:.1e} s")
print(f"Barrier range: {E_LOW:.2f} to {E_HIGH:.2f} eV; width {WIDTH:.2f} eV")
print(f"Temperature: {TEMP:.0f} K; thermal energy kT: {kT:.5f} eV")
print(f"Barrier width over kT: {WIDTH / kT:.2f}")
print(f"Full threshold shift: {FULL_SHIFT:.1f} mV")
print(f"Euler constant gamma: {GAMMA:.5f}")
print(f"Shortest capture time tau_a: {tau_a:.3e} s")
print(f"Longest capture time tau_b: {tau_b:.3e} s")
print(f"Range of capture times: {np.log10(tau_b / tau_a):.2f} decades")
print(f"Single trap, 10-90% rise: {np.log10(single_ratio):.3f} decades")
print(f"Density of ln(tau), kT/W: {plateau:.5f}")
print(f"Fraction captured per decade: {plateau * np.log(10):.5f}")
print(f"One-percent window: {window_start:.3e} to {window_end:.3e} s")
print(f"One-percent window length: {window_decades:.2f} decades")
for t, exponent in zip(example_times, exponents):
    law = plateau * (np.log(t / tau_a) + GAMMA)
    print(f"t = {t:.0e} s: summed fraction {captured(t):.5f}, log law {law:.5f}")
    print(f"  shift {FULL_SHIFT * captured(t):.3f} mV, local exponent {exponent:.4f}")
print(f"Front at 1 s: {front:.4f} eV; 10-90% width {front_width:.4f} eV")
print(f"Front advance per decade: {kT * np.log(10):.5f} eV")
for temperature, slope in [(TEMP, slope_hot), (TEMP_COOL, slope_cool)]:
    print(f"Slope at {temperature:.0f} K: "
          f"{FULL_SHIFT * slope * np.log(10):.3f} mV per decade")
cool_shift = FULL_SHIFT * captured(1e3, temperature=TEMP_COOL)
print(f"Shift at 1000 s and {TEMP_COOL:.0f} K: {cool_shift:.3f} mV")
print(f"Simulation: {trap_count} traps, spread of ln(tau0) {prefactor_spread:.1f}")
print(f"Simulated captures per decade, 1e-3 to 1e4 s: "
      f"{event_counts.min()} to {event_counts.max()}")
print(f"Expected captures per decade: {expected_decade:.0f}")
print(f"Simulated fraction at 1 s: {random_fraction:.4f}")
print(f"Gaussian center: {center:.2f} eV; central time {t_center:.3f} s")
print(f"Gaussian widths: broad {broad_sigma:.2f} eV, narrow {narrow_sigma:.2f} eV")
print(f"Broad Gaussian, slope 3 decades early / center: "
      f"{broad_slopes[-3] / broad_slopes[0]:.3f}")
print(f"Broad Gaussian, slope 3 decades late / center: "
      f"{broad_slopes[3] / broad_slopes[0]:.3f}")
print(f"Captured in central two decades, uniform: {share_uniform:.3f}")
print(f"Captured in central two decades, broad Gaussian: {share_broad:.3f}")
print(f"Captured in central two decades, narrow Gaussian: {share_narrow:.3f}")
for t, fraction in zip([1.0, 10.0, 100.0], linear_fractions):
    print(f"Uniform in tau, fraction at {t:.0f} s: {fraction:.3e}")
print(f"Uniform in tau, growth from 10 to 100 s: factor "
      f"{linear_fractions[2] / linear_fractions[1]:.2f}")
print("all good")
```

Output:

```
Prefactor tau0: 1.0e-12 s
Barrier range: 0.50 to 1.50 eV; width 1.00 eV
Temperature: 400 K; thermal energy kT: 0.03447 eV
Barrier width over kT: 29.01
Full threshold shift: 40.0 mV
Euler constant gamma: 0.57722
Shortest capture time tau_a: 1.994e-06 s
Longest capture time tau_b: 7.928e+06 s
Range of capture times: 12.60 decades
Single trap, 10-90% rise: 1.340 decades
Density of ln(tau), kT/W: 0.03447
Fraction captured per decade: 0.07937
One-percent window: 9.183e-06 to 7.928e+04 s
One-percent window length: 9.94 decades
t = 1e-03 s: summed fraction 0.23421, log law 0.23421
  shift 9.369 mV, local exponent 0.1472
t = 1e+00 s: summed fraction 0.47232, log law 0.47232
  shift 18.893 mV, local exponent 0.0730
t = 1e+03 s: summed fraction 0.71042, log law 0.71042
  shift 28.417 mV, local exponent 0.0485
Front at 1 s: 0.9723 eV; 10-90% width 0.1063 eV
Front advance per decade: 0.07937 eV
Slope at 400 K: 3.175 mV per decade
Slope at 300 K: 2.381 mV per decade
Shift at 1000 s and 300 K: 16.313 mV
Simulation: 1000000 traps, spread of ln(tau0) 1.5
Simulated captures per decade, 1e-3 to 1e4 s: 79032 to 79727
Expected captures per decade: 79369
Simulated fraction at 1 s: 0.4722
Gaussian center: 1.00 eV; central time 2.232 s
Gaussian widths: broad 0.25 eV, narrow 0.03 eV
Broad Gaussian, slope 3 decades early / center: 0.643
Broad Gaussian, slope 3 decades late / center: 0.645
Captured in central two decades, uniform: 0.159
Captured in central two decades, broad Gaussian: 0.246
Captured in central two decades, narrow Gaussian: 0.877
Uniform in tau, fraction at 1 s: 2.057e-06
Uniform in tau, fraction at 10 s: 1.767e-05
Uniform in tau, fraction at 100 s: 1.476e-04
Uniform in tau, growth from 10 to 100 s: factor 8.36
all good
```
